# Removing elastic image errors from fixed-cell defect energies: a numerical check

```python
"""
Result under test: the energy of an isolated point defect follows from a
fixed-cell supercell energy by
    E_isolated = E_cell + (1/2) P:e,
    e = (sum of dipole strains of all images in a block) - (mean block strain).
P: elastic dipole (eV), equal to minus cell volume times residual stress.
C: elastic tensor (eV/nm^3). e: strain at the defect due to its images.
The mean block strain is a surface integral of one dipole's displacement.
Checks: a filtered reciprocal sum, and a harmonic fcc lattice with a defect.
Lengths are in nm and energies in eV unless a printed label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import gammaincc, gamma

GPA = 1e9 * 1e-27 / constants.e          # one GPa in eV/nm^3
HARTREE = constants.value("Hartree energy in eV")


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d)
                  + np.einsum("il,jk->ijkl", d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    return C


def symmetric(a):
    return 0.5 * (a + np.swapaxes(a, -1, -2))


def extrapolate(sizes, values, powers):
    """Limit of values = limit + sum of coefficients times size**(-power)."""
    sizes = np.array(sizes, float)
    A = np.column_stack([np.ones(len(sizes))] + [sizes**(-p) for p in powers])
    values = np.array(values)
    flat = np.linalg.solve(A, values.reshape(len(sizes), -1))
    return flat[0].reshape(values.shape[1:])


def dipole_fields(points, P, C, n_angle=24):
    """Displacement and strain of one point dipole, by a circle integral."""
    r = np.linalg.norm(points, axis=1)
    T = points / r[:, None]
    helper = np.eye(3)[np.argmin(np.abs(T), axis=1)]
    e1 = np.cross(T, helper)
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(T, e1)
    psi = np.pi * np.arange(n_angle) / n_angle
    z = (np.cos(psi)[None, :, None] * e1[:, None, :]
         + np.sin(psi)[None, :, None] * e2[:, None, :])
    T = np.broadcast_to(T[:, None, :], z.shape)

    def acoustic(a, b):
        return np.einsum("ijkl,paj,pal->paik", C, a, b, optimize=True)

    def apply(A, v):
        return np.einsum("paij,paj->pai", A, v)

    inverse = np.linalg.inv(acoustic(z, z))
    K1 = acoustic(z, T) + acoustic(T, z)
    K2 = acoustic(T, T)
    w0 = apply(inverse, z @ P.T)
    w1 = apply(inverse, T @ P.T - apply(K1, w0))
    w2 = -apply(inverse, apply(K1, w1) + apply(K2, w0))
    u = w1.mean(axis=1) / (4 * np.pi * r[:, None]**2)
    grad = (np.einsum("pai,paj->pij", w2, z)
            + np.einsum("pai,paj->pij", w1, T)) / n_angle
    return u, -symmetric(grad) / (2 * np.pi * r[:, None, None]**3)


def mean_block_strain(cell, counts, P, C, order=32):
    """Mean strain in the central cell made by a block of counts cells."""
    edges = cell * np.array(counts, float)[:, None]
    x, w = np.polynomial.legendre.leggauss(order)
    x, w = x / 2, w / 2
    xa, xb = [g.ravel() for g in np.meshgrid(x, x, indexing="ij")]
    weight = np.outer(w, w).ravel()
    total = np.zeros((3, 3))
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        face = edges[i] / 2 + np.outer(xa, edges[j]) + np.outer(xb, edges[k])
        u, _ = dipole_fields(face, P, C)
        # the opposite face contributes equally: u and the normal are both odd
        total += 2 * np.outer(weight @ u, np.cross(edges[j], edges[k]))
    return symmetric(total) / np.linalg.det(cell)


def image_strain(cell, P, C, shape=(1, 1, 1), widths=(7, 11, 15)):
    """Return the uncorrected block sum and the zero-mean image strain."""
    sums = []
    for width in widths:
        ranges = [np.arange(width * s) - (width * s - 1) // 2 for s in shape]
        grid = np.stack(np.meshgrid(*ranges, indexing="ij"), -1).reshape(-1, 3)
        half = grid[:len(grid) // 2]     # inversion partners are equal
        sums.append(2 * dipole_fields(half @ cell, P, C)[1].sum(axis=0))
    raw = extrapolate(widths, sums, (2, 4))
    return raw, raw - mean_block_strain(cell, shape, P, C)


def fourier_strain(directions, P, C):
    K = np.einsum("ijkl,pj,pl->pik", C, directions, directions, optimize=True)
    w = np.einsum("pij,pj->pi", np.linalg.inv(K), directions @ P.T)
    return symmetric(np.einsum("pi,pj->pij", w, directions))


def reciprocal_image_strain(cell, P, C, p=4):
    """Filtered periodic field without k=0, minus filtered self field."""
    lengths = np.linalg.norm(cell, axis=1)
    s = 0.05 * lengths.min()
    cutoff = np.sqrt(70.0) / s
    ranges = [np.arange(-m, m + 1)
              for m in np.ceil(cutoff * lengths / (2 * np.pi)).astype(int)]
    grid = np.stack(np.meshgrid(*ranges, indexing="ij"), -1).reshape(-1, 3)
    k = 2 * np.pi * grid @ np.linalg.inv(cell).T
    size = np.linalg.norm(k, axis=1)
    keep = (size > 1e-9) & (size < cutoff)
    k, size = k[keep], size[keep]
    weight = gammaincc(p + 1, size**2 * s**2 / 2)
    periodic = np.einsum("p,pij->ij", weight,
                         fourier_strain(k / size[:, None], P, C))
    periodic /= np.linalg.det(cell)
    c, wc = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(80) / 80
    c2, f2 = np.meshgrid(c, phi, indexing="ij")
    sine = np.sqrt(1 - c2**2)
    n = np.stack([sine * np.cos(f2), sine * np.sin(f2), c2], -1).reshape(-1, 3)
    w = np.repeat(wc / 2, 80) / 80
    average = np.einsum("p,pij->ij", w, fourier_strain(n, P, C))
    radial = (2 / s**2)**1.5 * gamma(p + 2.5) / gamma(p + 1) / 3
    return periodic - average * radial / (2 * np.pi**2)


# ---------------- chosen model parameters ----------------
c_gpa = np.array([250.0, 150.0, 120.0])
c11, c12, c44 = c_gpa * GPA
C = cubic_tensor(c11, c12, c44)
a = 0.35
bare_force = np.array([20.0, 20.0, 32.0])    # eV/nm on opposite neighbours
extra_spring = 100.0                          # eV/nm^2, defect stiffening

# ---------------- elastic field and image sum ----------------
P_test = np.array([[5.0, 1.0, -0.7], [1.0, 7.0, 0.4], [-0.7, 0.4, 9.0]])
point = np.array([0.4, -0.3, 0.6])
h = 1e-4
gradient = np.zeros((3, 3))
for j in range(3):
    step = h * np.eye(3)[j]
    pair = dipole_fields(np.array([point + step, point - step]), P_test, C)[0]
    gradient[:, j] = (pair[0] - pair[1]) / (2 * h)
strain_here = dipole_fields(point[None], P_test, C)[1][0]
assert np.allclose(symmetric(gradient), strain_here, rtol=0,
                   atol=1e-5 * np.abs(strain_here).max())

triclinic = np.array([[1.0, 0.0, 0.0], [0.15, 1.1, 0.0], [0.1, -0.2, 1.25]])
raw_block, e_block = image_strain(triclinic, P_test, C)
raw_long, e_long = image_strain(triclinic, P_test, C, shape=(1, 1, 3))
e_recip = reciprocal_image_strain(triclinic, P_test, C)
scale = np.abs(e_recip).max()
mismatch = np.abs(e_block - e_recip).max() / scale
shape_raw = np.abs(raw_block - raw_long).max() / scale
shape_corrected = np.abs(e_block - e_long).max() / scale
# tolerance: leftover sixth inverse power of the block width
assert mismatch < 1e-3, mismatch
assert shape_corrected < 1e-3, shape_corrected
assert shape_raw > 0.05, shape_raw
mean_1 = mean_block_strain(triclinic, (1, 1, 1), P_test, C)
# direct sum over cells of the central cell's surface integral, no telescoping
x, w = np.polynomial.legendre.leggauss(32)
direct = np.zeros((3, 3))
for shift in itertools.product((-1, 0, 1), repeat=3):
    origin = np.array(shift) @ triclinic
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        xa, xb = [g.ravel() / 2 for g in np.meshgrid(x, x, indexing="ij")]
        plane = np.outer(xa, triclinic[j]) + np.outer(xb, triclinic[k])
        for side in (1, -1):
            pts = plane + side * triclinic[i] / 2 - origin
            u = dipole_fields(pts, P_test, C)[0]
            direct += side * np.outer(np.outer(w, w).ravel() / 4 @ u,
                                      np.cross(triclinic[j], triclinic[k]))
direct = symmetric(direct) / np.linalg.det(triclinic)
assert np.abs(direct - mean_1).max() < 1e-5 * np.abs(mean_1).max()

# ---------------- harmonic fcc lattice with a defect ----------------
k_par = a * c11 / 4
k_out = a * c44 / 2 - k_par
k_mix = a * (c12 + c44) / 4
half_bonds = np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                       [1, 0, -1], [0, 1, 1], [0, 1, -1]])


def bond_matrix(d):
    K = k_mix * np.outer(d, d).astype(float)
    np.fill_diagonal(K, np.where(d != 0, k_par, k_out))
    return K


def dynamical(theta):
    """Force-constant matrix at wavevectors theta/a."""
    D = np.zeros((len(theta), 3, 3))
    for d in half_bonds:
        D += 2 * (1 - np.cos(theta @ d / 2))[:, None, None] * bond_matrix(d)
    return D


q = np.array([[0.6, -0.3, 0.5]]) * 1e-3
long_wave = dynamical(q)[0] / (a**3 / 4)
continuum = np.einsum("ijkl,j,l->ik", C, q[0] / a, q[0] / a)
assert np.allclose(long_wave, continuum, rtol=1e-5)


def stretch_response(repeats, offset=0.0):
    """Stretch of the three opposite-neighbour pairs per unit pair force."""
    axes = [2 * np.pi * (np.arange(2 * n) + offset) / n for n in repeats]
    theta = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    D = dynamical(theta)
    keep = np.trace(D, axis1=1, axis2=2) > 1e-8 * k_par
    assert len(theta) - keep.sum() == (2 if offset == 0 else 0)
    sines = 2 * np.sin(theta[keep] / 2)
    if len(theta) < 40000:
        assert np.linalg.eigvalsh(D[keep]).min() > 0
    inverse = np.linalg.inv(D[keep])
    return np.einsum("pi,pij,pj->ij", sines, inverse, sines,
                     optimize=True) / len(theta)


def defect_state(response):
    force = np.linalg.solve(np.eye(3) + extra_spring * response, bare_force)
    stretch = response @ force
    return -0.5 * bare_force @ stretch, np.diag(a * force), stretch


def explicit_energy(strain_zz):
    """Direct 32-atom spring calculation in a 2x2x2 cell."""
    sites = [s for s in itertools.product(range(4), repeat=3)
             if sum(s) % 2 == 0]
    index = {s: i for i, s in enumerate(sites)}
    H = np.zeros((96, 96))
    linear = np.zeros(96)
    constant = 0.0
    for s in sites:
        for d in half_bonds:
            i = 3 * index[s]
            j = 3 * index[tuple(int(v) for v in (np.array(s) + d) % 4)]
            K = bond_matrix(d)
            extra = np.array([0.0, 0.0, strain_zz * d[2] * a / 2])
            H[i:i+3, i:i+3] += K
            H[j:j+3, j:j+3] += K
            H[i:i+3, j:j+3] -= K
            H[j:j+3, i:i+3] -= K
            linear[j:j+3] += K @ extra
            linear[i:i+3] -= K @ extra
            constant += 0.5 * extra @ K @ extra
    for axis in range(3):
        plus, minus = [1, 1, 1], [1, 1, 1]
        plus[axis], minus[axis] = 2, 0
        row = np.zeros(96)
        row[3 * index[tuple(plus)] + axis] = 1
        row[3 * index[tuple(minus)] + axis] = -1
        added = a * strain_zz if axis == 2 else 0.0
        H += extra_spring * np.outer(row, row)
        linear += (extra_spring * added - bare_force[axis]) * row
        constant += 0.5 * extra_spring * added**2 - bare_force[axis] * added
    u = -np.linalg.pinv(H, rcond=1e-10, hermitian=True) @ linear
    return 0.5 * linear @ u + constant


E_small, P_small, _ = defect_state(stretch_response((2, 2, 2)))
E_explicit = explicit_energy(0.0)
P_stress = -(explicit_energy(1e-3) - explicit_energy(-1e-3)) / 2e-3
assert abs(E_explicit - E_small) < 1e-8
assert abs(P_stress - P_small[2, 2]) < 1e-6

# isolated defect, from offset meshes that never use the elastic correction
mesh = {n: stretch_response((n, n, n), 0.5) for n in (8, 12, 16, 24, 32)}
fine, coarse = (12, 16, 24, 32), (8, 12, 16, 24)
E_iso, P_iso, stretch_iso = defect_state(
    extrapolate(fine, [mesh[n] for n in fine], (3, 5, 7)))
E_check = defect_state(
    extrapolate(coarse, [mesh[n] for n in coarse], (3, 5, 7)))[0]
assert abs(E_iso - E_check) < 1e-6

cells = [(2, 2, 2), (3, 3, 3), (4, 4, 4), (6, 6, 6), (8, 8, 8),
         (16, 16, 16), (3, 3, 5), (8, 8, 12)]
table = {}
for repeats in cells:
    energy, P, _ = defect_state(stretch_response(repeats))
    cell = a * np.diag(np.array(repeats, float))
    e = image_strain(cell, P, C)[1]
    correction = 0.5 * np.sum(P * e)
    residual = energy + correction - E_iso
    table[repeats] = (energy - E_iso, correction, residual)
    if min(repeats) >= 4:
        # next order is smaller by the square of lattice constant over length
        bound = np.sum(P * P) / (c11 * np.linalg.det(cell)) / min(repeats)**2
        assert abs(residual) < bound, (repeats, residual, bound)
decay = np.log2(abs(table[(8, 8, 8)][2] / table[(16, 16, 16)][2]))
raw_decay = np.log2(abs(table[(8, 8, 8)][0] / table[(16, 16, 16)][0]))
assert decay > 4.0, decay
assert abs(raw_decay - 3) < 0.3, raw_decay

# ---------------- worked 3x3x3 cell and neglected effects ----------------
main = (3, 3, 3)
E_main, P_main, _ = defect_state(stretch_response(main))
cell = 3 * a * np.eye(3)
volume = np.linalg.det(cell)
raw_cube, e_main = image_strain(cell, P_main, C)
raw_needle, e_needle = image_strain(cell, P_main, C, shape=(1, 1, 3))
mean_cube = mean_block_strain(cell, (1, 1, 1), P_main, C)
mean_needle = mean_block_strain(cell, (1, 1, 3), P_main, C)
corr = 0.5 * np.sum(P_main * e_main)
assert abs(0.5 * np.sum(P_main * e_needle) - corr) < 1e-3 * abs(corr)
voigt44 = (c11 - c12 + 3 * c44) / 5
voigt12 = (c11 + 4 * c12 - 2 * c44) / 5
C_iso = cubic_tensor(voigt12 + 2 * voigt44, voigt12, voigt44)
corr_voigt = 0.5 * np.sum(P_main * image_strain(cell, P_main, C_iso)[1])
corr_soft = 0.5 * np.sum(P_main * image_strain(cell, P_main, 0.95 * C)[1])
polar = 0.5 * np.sum((P_main - P_iso) * e_main)
midpoint = np.array([[0.0, 0.0, 1.5 * a]])
mid_strain = 2 * dipole_fields(midpoint, P_main, C)[1][0] - mean_cube
mid_size = np.abs(np.linalg.eigvalsh(mid_strain)).max()
stiffness_derivative = 5.0                    # rough logarithmic derivative

meV = 1000.0
print("C11, C12, C44 (GPa):", *c_gpa)
print(f"anisotropy 2C44/(C11-C12): {2*c44/(c11-c12):.2f}")
print(f"lattice constant (nm): {a:.2f}")
print("bare pair forces x,y,z (eV/nm):", *bare_force)
print(f"extra defect spring (eV/nm^2): {extra_spring:.0f}")
print(f"triclinic test, real vs reciprocal, relative: {mismatch:.1e}")
print(f"triclinic shape change, uncorrected, relative: {shape_raw:.3f}")
print(f"triclinic shape change, corrected, relative: {shape_corrected:.1e}")
print(f"32-atom cell Pzz from stress (eV): {P_stress:.5f}")
print(f"32-atom cell Pzz from forces (eV): {P_small[2,2]:.5f}")
print(f"isolated relaxation energy (eV): {E_iso:.6f}")
print(f"its mesh convergence shift (meV): {meV*(E_iso-E_check):.1e}")
print(f"isolated Pxx, Pzz (eV): {P_iso[0,0]:.4f} {P_iso[2,2]:.4f}")
print("--- worked 3x3x3 cell, 108 host atoms ---")
print(f"edge (nm), volume (nm^3): {3*a:.2f} {volume:.4f}")
print(f"cell relaxation energy (eV): {E_main:.6f}")
print(f"Pxx, Pzz (eV): {P_main[0,0]:.4f} {P_main[2,2]:.4f}")
for name, t in (("cube block sum", raw_cube), ("cube mean strain", mean_cube),
                ("needle block sum", raw_needle),
                ("needle mean strain", mean_needle),
                ("image strain", e_main)):
    print(f"{name} xx, zz (1e-3): {1e3*t[0,0]:.4f} {1e3*t[2,2]:.4f}")
print(f"uncorrected cube sum energy (meV): "
      f"{meV*0.5*np.sum(P_main*raw_cube):.3f}")
print(f"uncorrected needle sum energy (meV): "
      f"{meV*0.5*np.sum(P_main*raw_needle):.3f}")
print(f"correction (meV): {meV*corr:.3f}")
print(f"correction (mHa): {1000*corr/HARTREE:.4f}")
print(f"corrected energy (eV): {E_main+corr:.6f}")
print("--- cell: raw error, correction, residual (meV) ---")
for repeats, row in table.items():
    print("x".join(map(str, repeats)) + ":",
          " ".join(f"{meV*v:.5f}" for v in row))
print(f"raw error decay power, 8 to 16: {raw_decay:.3f}")
print(f"residual decay power, 8 to 16: {decay:.3f}")
print("--- neglected effects, 3x3x3 cell ---")
print(f"Voigt isotropic correction (meV): {meV*corr_voigt:.3f}")
print(f"shift from 5% softer C (meV): {meV*(corr_soft-corr):.3f}")
print(f"polarizability part (meV): {meV*polar:.4f}")
print(f"largest midpoint strain (percent): {100*mid_size:.3f}")
print(f"rough stiffness log-derivative: {stiffness_derivative:.0f}")
print(f"rough anharmonic shift (meV): "
      f"{meV*abs(corr)*stiffness_derivative*mid_size:.3f}")
print(f"isolated z-pair stretch (nm): {stretch_iso[2]:.4f}")
print(f"z-pair stretch over spacing (percent): {100*stretch_iso[2]/a:.2f}")
print("every check passed")
```

Printed output:

```
C11, C12, C44 (GPa): 250.0 150.0 120.0
anisotropy 2C44/(C11-C12): 2.40
lattice constant (nm): 0.35
bare pair forces x,y,z (eV/nm): 20.0 20.0 32.0
extra defect spring (eV/nm^2): 100
triclinic test, real vs reciprocal, relative: 4.0e-06
triclinic shape change, uncorrected, relative: 0.495
triclinic shape change, corrected, relative: 3.3e-05
32-atom cell Pzz from stress (eV): 9.55719
32-atom cell Pzz from forces (eV): 9.55719
isolated relaxation energy (eV): -1.143736
its mesh convergence shift (meV): 1.6e-07
isolated Pxx, Pzz (eV): 6.3663 9.4903
--- worked 3x3x3 cell, 108 host atoms ---
edge (nm), volume (nm^3): 1.05 1.1576
cell relaxation energy (eV): -1.132678
Pxx, Pzz (eV): 6.3701 9.5096
cube block sum xx, zz (1e-3): -0.1327 0.4084
cube mean strain xx, zz (1e-3): 0.3743 2.4302
needle block sum xx, zz (1e-3): 0.8520 -1.7309
needle mean strain xx, zz (1e-3): 1.3589 0.2909
image strain xx, zz (1e-3): -0.5069 -2.0218
uncorrected cube sum energy (meV): 1.096
uncorrected needle sum energy (meV): -2.803
correction (meV): -12.843
correction (mHa): -0.4720
corrected energy (eV): -1.145521
--- cell: raw error, correction, residual (meV) ---
2x2x2: 38.39823 -43.70283 -5.30460
3x3x3: 11.05817 -12.84257 -1.78440
4x4x4: 4.86516 -5.40768 -0.54253
6x6x6: 1.51960 -1.60066 -0.08106
8x8x8: 0.65516 -0.67510 -0.01995
16x16x16: 0.08373 -0.08437 -0.00065
3x3x5: 4.85519 -6.01235 -1.15716
8x8x12: 0.40199 -0.41279 -0.01080
raw error decay power, 8 to 16: 2.968
residual decay power, 8 to 16: 4.950
--- neglected effects, 3x3x3 cell ---
Voigt isotropic correction (meV): -15.553
shift from 5% softer C (meV): -0.676
polarizability part (meV): -0.0215
largest midpoint strain (percent): 1.202
rough stiffness log-derivative: 5
rough anharmonic shift (meV): 0.772
isolated z-pair stretch (nm): 0.0488
z-pair stretch over spacing (percent): 13.96
every check passed
```
